# How Much Heat Crosses an Air-Filled Nanometre Gap in a Chip?: a numerical check

```python
"""Gas conductance of a very narrow air gap between fully accommodating walls.

Result under test:  h = 3 p sqrt(k / (2 pi m T))   (gap << mean free path)
p pressure, T mean temperature, m mean molecular mass, k Boltzmann constant,
h heat flux per kelvin of wall temperature difference (small difference).
Diatomic molecules exchange translational and rotational energy at the walls.
Further functions size collisions, radiation and other neglected effects.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid

k = const.k
T = 300.0
p = const.atm
gap = 10e-9
heat_load = 1.0e6                 # W/m2
kappa_air = 0.026                 # rough thermal conductivity, W/(m K)
diameter = 0.37e-9                # rough collision diameter, m
fractions = np.array([0.78, 0.21, 0.01])          # N2, O2, Ar
molar = np.array([28.0, 32.0, 39.9]) * 1e-3       # kg/mol
masses = molar / const.N_A
m = fractions @ masses


def conductance(pressure, temperature, mass):
    return 3 * pressure * np.sqrt(k / (2 * np.pi * mass * temperature))


h = conductance(p, T, m)
density = p / (k * T)
v0 = np.sqrt(2 * k * T / m)
flux = p / np.sqrt(2 * np.pi * m * k * T)
mean_free_path = k * T / (np.sqrt(2) * np.pi * diameter**2 * p)

# One-way number flux and energy per crossing from the Maxwell distribution.
third = quad(lambda u: u**3 * np.exp(-u * u), 0, 12)[0]
fifth = quad(lambda u: u**5 * np.exp(-u * u), 0, 12)[0]
flux_integral = density * v0 * np.pi * third / np.pi**1.5
trans_energy = fifth / third
assert abs(flux_integral / flux - 1) < 1e-7
assert abs(trans_energy - 2) < 1e-7


# Rotational heat capacity from the rotor levels (rough constant for N2).
def rotor_energy(temperature, theta=2.9):
    j = np.arange(200)
    level = theta * j * (j + 1)
    weight = (2 * j + 1) * np.exp(-level / temperature)
    return (level @ weight) / weight.sum()


rot_capacity = (rotor_energy(T + 1) - rotor_energy(T - 1)) / 2
assert abs(rot_capacity - 1) < 0.01


# Bouncing molecules with a fixed gas content and a large wall difference.
def sealed_flux(hot, cold, number_density):
    one_way = 2 * number_density * np.sqrt(k / (2 * np.pi * m))
    one_way /= hot**-0.5 + cold**-0.5
    return 3 * k * (hot - cold) * one_way


rng = np.random.default_rng(7)
samples = 4_000_000


def emit(temperature):
    vz = rng.rayleigh(np.sqrt(k * temperature / m), samples)
    energy = 0.5 * m * vz**2
    energy += k * temperature * rng.standard_exponential(samples)  # sideways
    energy += k * temperature * rng.standard_exponential(samples)  # rotation
    return energy.mean(), (gap / vz).mean()


energy_hot, time_up = emit(350.0)
energy_cold, time_down = emit(250.0)
simulated = density * gap * (energy_hot - energy_cold) / (time_up + time_down)
sealed = sealed_flux(350.0, 250.0, density)
# Statistical error is about 0.15 percent.
assert abs(simulated / sealed - 1) < 0.008
assert abs(simulated / (100 * h) - 1) < 0.02      # second-order difference


# Linearized BGK equation with rotation; lengths in units of v0 * collision time.
def bgk_flux(length, cells):
    t, w = np.polynomial.legendre.leggauss(48)
    t, w = (t + 1) / 2, w / 2
    c = 5.5 * t**2
    wt = w * 11 * t * np.exp(-c * c) / np.sqrt(np.pi)
    dz = length / cells
    decay = np.exp(-dz / c)
    dens, temp = np.zeros(cells), np.zeros(cells)
    wall = -0.25
    for _ in range(3000):
        g = wall + (c * c - 0.5) / 2
        s = np.full_like(c, 0.5)
        g_start, s_start = g, s
        d_up, e_up = np.empty(cells), np.empty(cells)
        for i in range(cells):
            source = dens[i] + (c * c - 0.5) * temp[i]
            g_next = source + (g - source) * decay
            s_next = temp[i] + (s - temp[i]) * decay
            g_mean = source - (g_next - g) * c / dz
            s_mean = temp[i] - (s_next - s) * c / dz
            d_up[i] = wt @ g_mean
            e_up[i] = wt @ ((c * c - 0.5) * g_mean + 2 * s_mean)
            g, s = g_next, s_next
        # The downward stream is the mirrored upward stream with opposite sign.
        new_dens = d_up - d_up[::-1]
        new_temp = 0.4 * (e_up - e_up[::-1])
        shift = (wt * c) @ (g_start + g) / (2 * (wt @ c))
        change = max(np.abs(new_dens - dens).max(),
                     np.abs(new_temp - temp).max(), abs(shift))
        dens, temp, wall = new_dens, new_temp, wall - shift
        if change < 1e-8:
            break
    assert change < 1e-8
    return (wt * c) @ ((c * c + 2) * (g_start + g) + 2 * (s_start + s))


free_flux = h / (density * k * v0)
thin_ratio = bgk_flux(0.001, 20) / free_flux
assert abs(thin_ratio - 1) < 0.002
bgk_kappa = 4 / (1 / bgk_flux(10.0, 100) - 1 / bgk_flux(6.0, 60))
assert abs(bgk_kappa / 1.75 - 1) < 0.02           # finite cell width
collision_length = kappa_air / (1.75 * density * k * v0)
collision_ratio = bgk_flux(gap / collision_length, 40) / free_flux
assert 0.85 < collision_ratio < 1

# Partial accommodation: follow repeated reflections of the two streams.
alpha = 0.8
up, down = 0.0, 0.0
for _ in range(200):
    up, down = alpha * 0.5 + (1 - alpha) * down, -alpha * 0.5 + (1 - alpha) * up
accommodation_ratio = up - down
assert abs(accommodation_ratio - alpha / (2 - alpha)) < 1e-12

# Mixture and vibration; rough vibrational temperatures of N2 and O2.
crossing_capacity = np.array([3.0, 3.0, 2.0])
x = np.array([3390.0, 2270.0]) / T
vibration = np.append(x**2 * np.exp(-x) / (1 - np.exp(-x))**2, 0)
species = fractions * p * np.sqrt(k / (2 * np.pi * masses * T))
h_mixture = species @ crossing_capacity
h_vibration = species @ vibration
assert abs(h_mixture / h - 1) < 0.01


# Radiation between equal half-spaces, propagating plus evanescent waves.
def radiation(distance, permittivity):
    omega = np.linspace(1e12, 1.1e15, 3000)
    y = const.hbar * omega / (k * T)
    theta = k * y**2 * np.exp(-y) / (1 - np.exp(-y))**2
    k0 = (omega / const.c)[:, None]
    eps = permittivity(omega)[:, None]

    def reflections(kz):
        inside = np.sqrt((eps - 1) * k0**2 + kz**2)
        return ((eps * kz - inside) / (eps * kz + inside),
                (kz - inside) / (kz + inside))

    nodes, weights = np.polynomial.legendre.leggauss(40)
    kz = k0 * (nodes + 1) / 2
    total = np.zeros(len(omega))
    for r in reflections(kz + 0j):
        tau = (1 - abs(r)**2)**2 / abs(1 - r**2 * np.exp(2j * kz * distance))**2
        total += (kz * tau * k0 / 2) @ weights
    log_q = np.linspace(np.log(1e-5), np.log(20), 300)
    q = np.exp(log_q)[None, :] / distance
    damping = np.exp(-2 * q * distance)
    for r in reflections(1j * q):
        tau = 4 * r.imag**2 * damping / abs(1 - r**2 * damping)**2
        total += trapezoid(q**2 * tau, log_q, axis=1)
    return trapezoid(theta * total, omega) / (4 * np.pi**2)


def silica(omega):
    """Rough permittivity: strength, wavenumber and width in 1/cm."""
    value = np.full(len(omega), 2.1 + 0j)
    nu = omega / (2 * np.pi * const.c * 100)
    for strength, centre, width in ((0.9, 457, 45), (0.1, 800, 70),
                                    (0.65, 1070, 60)):
        value += strength * centre**2 / (centre**2 - nu**2 - 1j * width * nu)
    return value


black = radiation(gap, lambda omega: np.ones(len(omega), dtype=complex))
black_law = 4 * const.sigma * T**3
assert abs(black / black_law - 1) < 0.01
near = radiation(gap, silica)
near_half = radiation(gap / 2, silica)
assert abs(near_half / near - 4) < 0.2
equal_gap = gap * np.sqrt(near / h)

# Other channels and operating conditions.
drop = heat_load / h
sealed_change = sealed_flux(T + drop / 2, T - drop / 2, density) / (h * drop) - 1
h_hot = conductance(p, 375.0, m)
bonded = 100e6                    # round conductance of intact interface
contact_fraction = h / bonded
surface_tension, water_volume, kappa_water = 0.072, 18e-6, 0.6   # rough
humidity = np.exp(-surface_tension * water_volume / (gap / 2 * const.R * T))
h_water = kappa_water / gap
assert 0.05e6 < h < 0.2e6
assert gap < mean_free_path / 5

print(f"temperature: {T:.0f} K")
print(f"pressure: {p / const.torr:.0f} Torr")
print(f"gap width: {gap * 1e9:.0f} nm")
print(f"heat load: {heat_load / 1e4:.0f} W/cm2")
print(f"mean molar mass of air: {m * const.N_A * 1e3:.2f} g/mol")
print(f"mean molecular mass: {m:.3e} kg")
print(f"rough collision diameter: {diameter * 1e9:.2f} nm")
print(f"mean free path: {mean_free_path * 1e9:.1f} nm")
print(f"mean free path / gap: {mean_free_path / gap:.2f}")
print(f"one-way number flux: {flux:.3e} 1/(m2 s)")
print(f"translational energy per crossing: {trans_energy:.4f} kT")
print(f"rotational heat capacity from levels: {rot_capacity:.4f} k")
print(f"gas conductance h: {h / 1e6:.4f} MW/m2K")
print(f"gas conductance h, converted: {h / 1e4:.2f} W/cm2K")
print(f"temperature drop at heat load: {drop:.2f} K")
print(f"rough air conductivity: {kappa_air:.3f} W/mK")
print(f"Fourier estimate for gap: {kappa_air / gap / 1e6:.2f} MW/m2K")
print(f"Fourier estimate / h: {kappa_air / gap / h:.1f}")
print(f"equivalent ordinary air layer: {kappa_air / h * 1e9:.0f} nm")
print(f"simulation / sealed-gap formula (350 K, 250 K): {simulated / sealed:.4f}")
print(f"simulation / small-difference formula: {simulated / (100 * h):.4f}")
print(f"sealed-gap change at example drop: {sealed_change * 100:.4f} %")
print(f"BGK / free-molecular, very thin gap: {thin_ratio:.5f}")
print(f"BGK conductivity coefficient (7/4 expected): {bgk_kappa:.4f}")
print(f"BGK collision length: {collision_length * 1e9:.1f} nm")
print(f"BGK / free-molecular at example gap: {collision_ratio:.4f}")
print(f"h with collisions: {h * collision_ratio / 1e6:.4f} MW/m2K")
print(f"accommodation coefficient tried: {alpha:.1f}")
print(f"factor for partial accommodation: {accommodation_ratio:.4f}")
print(f"h with partial accommodation: {h * accommodation_ratio / 1e6:.4f} MW/m2K")
print(f"mixture change of h: {(h_mixture / h - 1) * 100:.2f} %")
print(f"vibration change of h: {h_vibration / h * 100:.2f} %")
print(f"h at 375 K, same pressure: {h_hot / 1e6:.4f} MW/m2K")
print(f"blackbody conductance, integral: {black:.3f} W/m2K")
print(f"blackbody conductance, 4 sigma T^3: {black_law:.3f} W/m2K")
print(f"silica near-field conductance: {near / 1e6:.4f} MW/m2K")
print(f"near-field / gas conductance: {near / h:.3f}")
print(f"near-field growth when gap is halved: {near_half / near:.3f}")
print(f"gap where near field equals gas: {equal_gap * 1e9:.1f} nm")
print(f"round bonded conductance: {bonded / 1e6:.0f} MW/m2K")
print(f"contact area fraction matching gas: {contact_fraction * 100:.3f} %")
print(f"rough water surface tension: {surface_tension:.3f} N/m")
print(f"rough water molar volume: {water_volume * 1e6:.0f} cm3/mol")
print(f"rough water conductivity: {kappa_water:.1f} W/mK")
print(f"humidity for water filling: {humidity * 100:.0f} %")
print(f"conductance of water-filled gap: {h_water / 1e6:.0f} MW/m2K")
print("all assertions hold")
```

Output:

```
temperature: 300 K
pressure: 760 Torr
gap width: 10 nm
heat load: 100 W/cm2
mean molar mass of air: 28.96 g/mol
mean molecular mass: 4.809e-26 kg
rough collision diameter: 0.37 nm
mean free path: 67.2 nm
mean free path / gap: 6.72
one-way number flux: 2.864e+27 1/(m2 s)
translational energy per crossing: 2.0000 kT
rotational heat capacity from levels: 1.0000 k
gas conductance h: 0.1186 MW/m2K
gas conductance h, converted: 11.86 W/cm2K
temperature drop at heat load: 8.43 K
rough air conductivity: 0.026 W/mK
Fourier estimate for gap: 2.60 MW/m2K
Fourier estimate / h: 21.9
equivalent ordinary air layer: 219 nm
simulation / sealed-gap formula (350 K, 250 K): 1.0005
simulation / small-difference formula: 0.9899
sealed-gap change at example drop: -0.0074 %
BGK / free-molecular, very thin gap: 0.99919
BGK conductivity coefficient (7/4 expected): 1.7497
BGK collision length: 106.0 nm
BGK / free-molecular at example gap: 0.9354
h with collisions: 0.1110 MW/m2K
accommodation coefficient tried: 0.8
factor for partial accommodation: 0.6667
h with partial accommodation: 0.0791 MW/m2K
mixture change of h: -0.13 %
vibration change of h: 0.24 %
h at 375 K, same pressure: 0.1061 MW/m2K
blackbody conductance, integral: 6.124 W/m2K
blackbody conductance, 4 sigma T^3: 6.124 W/m2K
silica near-field conductance: 0.0246 MW/m2K
near-field / gas conductance: 0.208
near-field growth when gap is halved: 3.998
gap where near field equals gas: 4.6 nm
round bonded conductance: 100 MW/m2K
contact area fraction matching gas: 0.119 %
rough water surface tension: 0.072 N/m
rough water molar volume: 18 cm3/mol
rough water conductivity: 0.6 W/mK
humidity for water filling: 90 %
conductance of water-filled gap: 60 MW/m2K
all assertions hold
```
